\section*{A Slab-Isolated FFT Poisson Solver Tested on Displaced Gaussian Charges}

\section{One charged sheet on a ring}

Place a thin sheet of charge at height $z_0$, with charge $q$ on each area $A$. In Hartree atomic units its potential is
\begin{equation}
V(z)=-\frac{2\pi q}{A}\,|z-z_0| ,
\label{eq:sheet}
\end{equation}
because the slope jumps by $-4\pi q/A$ at the sheet and the fields on the two sides are equal and opposite. $V$ is the potential felt by a positive test charge.

A fast Fourier transform (FFT) of period $P$ puts the $z$ axis on a ring. Two points a distance $d$ apart on the line are $d$ apart on the ring if $d\le P/2$; otherwise the shorter way round is $P-d$. If the kernel $-2\pi|z|$ is cut at $|z|=P/2$ and repeated, the error for $d>P/2$ is
\begin{equation}
\Delta V=-\frac{2\pi q}{A}\bigl[(P-d)-d\bigr]
=\frac{4\pi q}{A}\Bigl(d-\frac P2\Bigr),
\label{eq:wrap}
\end{equation}
and for $d\le P/2$ it is zero. If sources and observation points lie in a window of length $L$, then $d\le L$, and $P=2L$ removes the error for every position of the sheet. The added length holds zeros. The potential there is not the isolated one everywhere and is discarded.

\section{The kernel for a density that varies in the plane}

Let $\rho(\mathbf r,z)$ be periodic in the plane with cell area $A$, smooth, and negligible outside the window. Its charge per cell $Q$ need not vanish. Write
\begin{equation}
\rho=\sum_{\mathbf G}\rho_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r},\qquad
V=\sum_{\mathbf G}V_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
Poisson's equation $\nabla^2V=-4\pi\rho$ separates into
\begin{equation}
V_{\mathbf G}''-G^2V_{\mathbf G}=-4\pi\rho_{\mathbf G}.
\end{equation}
For a unit source at $z=0$ and $G>0$, the decaying solution is $Ce^{-G|z|}$. Its slope jumps by $-2GC$, which must equal $-4\pi$, so $C=2\pi/G$. For $G=0$ the solution with opposite fields on the two sides is $-2\pi|z|$ plus a constant. Hence
\begin{equation}
g_G(z)=\frac{2\pi}{G}e^{-G|z|}\quad(G>0),\qquad g_0(z)=-2\pi|z| ,
\label{eq:green}
\end{equation}
where setting the constant to zero fixes the zero of potential.

Cut $g_G$ at $|z|=R=P/2$. Its Fourier integral for $G>0$ is
\begin{align}
v(G,k)&=\frac{4\pi}{G}\int_0^R e^{-Gz}\cos kz\,dz
=\frac{4\pi}{G}\,\mathrm{Re}\,\frac{1-e^{-(G-ik)R}}{G-ik}\nonumber\\
&=\frac{4\pi}{G}\,\frac{\mathrm{Re}\{(G+ik)[1-e^{-GR}(\cos kR+i\sin kR)]\}}{G^2+k^2}\nonumber\\
&=\frac{4\pi}{G^2+k^2}\Bigl[1-e^{-GR}\Bigl(\cos kR-\frac kG\sin kR\Bigr)\Bigr].
\end{align}
The FFT wave numbers are $k=2\pi n/P$, so $kR=\pi n$, $\sin kR=0$ and $\cos kR=(-1)^n$:
\begin{equation}
v(G,k)=\frac{4\pi}{G^2+k^2}\left[1-(-1)^ne^{-GP/2}\right].
\label{eq:kernel}
\end{equation}
For $G=0$ and $k\neq0$, integration by parts gives
\begin{equation}
v(0,k)=-4\pi\int_0^R z\cos kz\,dz
=-4\pi\Bigl[\frac{R\sin kR}{k}+\frac{\cos kR-1}{k^2}\Bigr]
=\frac{4\pi}{k^2}[1-(-1)^n],
\end{equation}
which is also the limit of \eqref{eq:kernel}. For $k=0$,
\begin{equation}
v(0,0)=-4\pi\int_0^Rz\,dz=-2\pi R^2=-\frac{\pi P^2}{2}.
\end{equation}
Here the limit of \eqref{eq:kernel} is different:
\begin{equation}
\frac{4\pi}{G^2}(1-e^{-GR})=\frac{4\pi R}{G}-2\pi R^2+O(G).
\end{equation}
The divergent term is the constant $2\pi/G$ integrated over the length $2R$. Dropping it is the choice of zero made in \eqref{eq:green}.

\section{The algorithm}

Let the window have $N$ planes of spacing $h=L/N$, and let the padded axis have $M=2N$ planes.
\begin{enumerate}
\item Transform $\rho$ in the plane, on the $N$ planes of the window.
\item Append $M-N$ zero planes and transform along $z$.
\item Multiply by $v(G,k)$, with signed integers $n$ in $k=2\pi n/P$.
\item Transform back along $z$, keep the first $N$ planes, and transform back in the plane.
\end{enumerate}
No further factor is needed. The Fourier coefficient of the density is $c_n=M^{-1}\sum_j\rho_je^{-ikz_j}$, the potential is $\sum_n v\,c_n e^{ikz_j}$, and the factor $M^{-1}$ is the one contained in the usual inverse FFT. The origin of the window drops out because a convolution depends on $z-z'$ alone. The transforms along $z$ and the multiplication can be done for a few $\mathbf G$ at a time, so a padded three-dimensional array need not be stored. The transform back in the plane comes last, when all $\mathbf G$ are ready.

For a charged cell the energy
\begin{equation}
E=\frac12\int_{\rm cell}\rho V\,d^3r
\end{equation}
depends on the zero of potential. Adding a constant $C$ to $g_0$ adds $CQ/A$ to $V$ and therefore $CQ^2/(2A)$ to $E$. Energies of cells with different $Q$ can be compared only after this reference has been tied to something physical, such as a gate plane. For $Q=0$ the constant has no effect.

\section{Analytic potentials of a Gaussian}

Take a charge $q$ with density $q\,e^{-r^2/2s^2}/[(2\pi)^{3/2}s^3]$ about the point $(\mathbf r_0,z_0)$, repeated in the plane. With $u=z-z_0$,
\begin{equation}
\rho_{\mathbf G}=\frac qA e^{-i\mathbf G\cdot\mathbf r_0}e^{-G^2s^2/2}\,w(u),\qquad
w(t)=\frac{e^{-t^2/2s^2}}{\sqrt{2\pi}\,s}.
\end{equation}
The convolution with $e^{-G|z|}$ is split at $t=u$. In the lower part,
\begin{equation}
Gt-\frac{t^2}{2s^2}=-\frac{(t-Gs^2)^2}{2s^2}+\frac{G^2s^2}{2},
\end{equation}
so that
\begin{equation}
e^{-Gu}\int_{-\infty}^{u}e^{Gt}w(t)\,dt
=\frac12e^{-Gu+G^2s^2/2}\,\mathrm{erfc}\frac{Gs^2-u}{\sqrt2\,s}.
\end{equation}
The upper part follows from $u\to-u$. The factors $e^{\pm G^2s^2/2}$ cancel:
\begin{equation}
V_{\mathbf G}=\frac{\pi q}{AG}e^{-i\mathbf G\cdot\mathbf r_0}
\Bigl[e^{Gu}\mathrm{erfc}\frac{u+Gs^2}{\sqrt2\,s}
+e^{-Gu}\mathrm{erfc}\frac{Gs^2-u}{\sqrt2\,s}\Bigr].
\label{eq:mode}
\end{equation}
When $u-Gs^2\gg s$ the bracket tends to $2e^{-Gu}$, the result for a point charge.

For $G=0$ we need $m(u)=\int|u-t|\,w(t)\,dt$. Its derivative is $\mathrm{erf}(u/\sqrt2 s)$ and $m(0)=s\sqrt{2/\pi}$. Integrating from zero gives
\begin{equation}
V_0=-\frac{2\pi q}{A}\Bigl[u\,\mathrm{erf}\frac{u}{\sqrt2\,s}
+s\sqrt{\frac2\pi}\,e^{-u^2/2s^2}\Bigr].
\end{equation}

These expressions share the plane-wave expansion with the solver. A second road stays in real space. One isolated Gaussian has $\phi(r)=q\,\mathrm{erf}(r/\sqrt2 s)/r$: it is regular at the origin, tends to $q/r$, and satisfies
\begin{equation}
(r\phi)''=-q\sqrt{\frac2\pi}\,\frac{r}{s^3}e^{-r^2/2s^2}=-4\pi r\rho .
\end{equation}
The sum of $\phi$ over the lattice diverges, so each image at $\mathbf R$ is weighted by $e^{-R^2/\Lambda^2}$. The part that grows with $\Lambda$ comes from the planar average. For a unit point charge, with $t^2=R^2+z^2$, it is
\begin{align}
\frac{2\pi}{A}\int_0^\infty\frac{R\,e^{-R^2/\Lambda^2}}{\sqrt{R^2+z^2}}\,dR
&=\frac{2\pi}{A}e^{z^2/\Lambda^2}\int_{|z|}^\infty e^{-t^2/\Lambda^2}dt\nonumber\\
&=\frac{\pi^{3/2}\Lambda}{A}-\frac{2\pi|z|}{A}+O(\Lambda^{-1}).
\end{align}
Subtracting $\pi^{3/2}\Lambda q/A$ therefore leaves the same zero of potential as \eqref{eq:green}. The first five powers of $1/\Lambda$ that remain are removed by polynomial extrapolation from six windows between 20 and 60 cell sides.

\section{A charged cell}

The cell is hexagonal with side $1.28$ nm and area $1.4189$ nm$^2$. The window is $L=3.2$ nm, centred on $z=0$, with $48\times48\times120$ points. It holds one extra electron and a small dipole:
\begin{center}
\begin{tabular}{cccc}
$q$ ($e$) & fractional position & $z_0$ (nm) & $s$ (nm)\\
$-1.0$ & $(0.21,0.37)$ & $-0.413$ & $0.12$\\
$+0.4$ & $(0.55,0.18)$ & $-0.107$ & $0.10$\\
$-0.4$ & $(0.58,0.22)$ & $+0.031$ & $0.10$
\end{tabular}
\end{center}
With $P=2L$ the largest deviation from the analytic modes, over all grid points, is $2\times10^{-14}$ V, on potentials of order 10 V. At three points, with $z=-1.067$, $-0.213$ and $1.333$ nm, the solver gives $4.376271$, $2.923195$ and $10.784004$ V. The image sums agree in every digit shown.

The energy has an independent form as well. Convolving two Gaussians adds their variances, so
\begin{equation}
E=\frac12\sum_{ij}q_iq_j\,\varphi_{ij},
\end{equation}
where $\varphi_{ij}$ is the lattice potential of a unit Gaussian of width $\sqrt{s_i^2+s_j^2}$ at the separation of charges $i$ and $j$. The terms $i=j$ include the self-energy of each Gaussian. Both forms give $0.875161$ eV per cell. Moving all the charges rigidly, by $0.487$ nm along $z$ (not a whole number of spacings) and $0.013$ of a lattice vector in the plane, changes the energy only by rounding, of order $10^{-15}$ eV or less.

\subsection*{Outside the charge}

Define $p=\sum_iq_iz_i$. Above all the charges $|z-z_i|=z-z_i$, and below them it is $z_i-z$. The planar average is then
\begin{equation}
\bar V=\mp\frac{2\pi}{A}(Qz-p),
\label{eq:far}
\end{equation}
with the upper sign above. Here $p=0.3578\,e\,$nm and $2\pi/A$ corresponds to $6.376$ V/nm per electron, a field of $63.76$ MV/cm. At $z=1.387$ nm this gives $6.376\times(1.3867+0.3578)=11.12$ V, and at $-1.387$ nm it gives $6.376\times(1.387-0.358)=6.56$ V. The solver gives $11.1236$ and $6.5605$ V.

The difference between equal heights $\pm z$ is $4\pi p/A$, but for $Q\ne0$ it depends on the origin, since moving the origin changes $p$. What has meaning is the symmetry plane $z=p/Q=-0.358$ nm. In the neutral limit $Q=0$, \eqref{eq:far} becomes a constant on each side, and the step $4\pi p/A$ no longer depends on the origin.

\section{Error analysis}

\subsection*{Too little padding}

For a Gaussian, \eqref{eq:wrap} is averaged over the charge. Let $d$ be the distance from its centre to the observation plane and $x=(P/2-d)/s$. The planar error is
\begin{equation}
\Delta\bar V=\frac{4\pi qs}{A}\int_x^\infty(t-x)\frac{e^{-t^2/2}}{\sqrt{2\pi}}dt
=\frac{4\pi qs}{A}\Bigl[\frac{e^{-x^2/2}}{\sqrt{2\pi}}-\frac x2\,\mathrm{erfc}\frac{x}{\sqrt2}\Bigr].
\label{eq:tail}
\end{equation}
With the window and grid spacing held fixed, the largest errors at any grid point are:
\begin{center}
\begin{tabular}{cc}
$P/L$ & largest error (V)\\
1.00 & $4.55$\\
1.25 & $0.527$\\
1.50 & $1.10\times10^{-4}$\\
2.00 & $2\times10^{-14}$\\
3.00 & $2\times10^{-14}$
\end{tabular}
\end{center}
The longest distance is from the electron to the top plane, $d=1.573+0.413=1.986$ nm. For $P=1.5L$, $P/2=2.4$ nm and $x=3.45$. The bracket is $7.2\times10^{-5}$, the prefactor has magnitude $2\times6.376\times0.12=1.53$ V, and the product is $1.1\times10^{-4}$ V, as found. A padding shorter than $2L$ is thus acceptable if $P/2$ exceeds every source-to-observation distance by enough widths for the accuracy wanted. The choice $P=2L$ needs no knowledge of where the charge sits.

Without padding, the electron alone gives about $-2\times6.376\times(1.986-1.6)=-4.9$ V at the top plane. The dipole charges, partly wrapped, bring the predicted planar error to $-4.5458$ V, equal to the computed one.

\subsection*{Grid spacing}

On a grid of spacing $h$, a density component with $|k|>\pi/h$ looks like one with $k$ reduced by a multiple of $2\pi/h$, and it is multiplied by the kernel at the wrong wave number. At the edge $k=\pi/h$ the Gaussian amplitude is
\begin{equation}
\eta=e^{-(\pi s/h)^2/2}.
\end{equation}
This sets the fast part of the error; powers of $h$ multiply it. The kink of the cut kernel does no harm, because its slowly decaying coefficients are multiplied by those of a smooth density. With spacings along $z$ and along the lattice vectors refined together, and $s=0.10$ nm in $\eta$:
\begin{center}
\begin{tabular}{ccc}
$h$ (nm) & error (V) & $\eta$\\
0.1067 & $1.5\times10^{-3}$ & $1.3\times10^{-2}$\\
0.0800 & $3.5\times10^{-5}$ & $4.5\times10^{-4}$\\
0.0533 & $1.2\times10^{-9}$ & $2.9\times10^{-8}$\\
0.0267 & $2\times10^{-14}$ & $7\times10^{-31}$
\end{tabular}
\end{center}
Between the second and third rows the error falls by a factor $3\times10^4$ and $\eta$ by $1.5\times10^4$. The last error lies far above $\eta$ and has the size expected of double-precision rounding. A density cut off sharply at the window edge would lose this fast convergence. Here the electron's centre is $1.187$ nm, or $9.9s$, from the nearest edge.

\subsection*{Periodic images along $z$}

An ordinary three-dimensional periodic solver of period $L$ drops the $G=k=0$ term, which amounts to adding a uniform background $-Q/(AL)$. Let $D$ be its planar average minus the isolated one. Subtracting the two Poisson equations gives $D''=4\pi Q/(AL)$, so
\begin{equation}
D=\frac{2\pi Q}{AL}z^2+bz+c.
\end{equation}
The periodic potential is equal at $\pm L/2$, while the isolated one rises by $4\pi p/A$ between them. Hence $bL=-4\pi p/A$ and
\begin{equation}
D=\frac{2\pi Q}{AL}z^2-\frac{4\pi p}{AL}z+c .
\end{equation}
From $z=-0.4$ to $1.2$ nm the first term contributes $-6.376\times1.28/3.2=-2.55$ V and the second $-12.75\times0.358\times1.6/3.2=-2.28$ V. Their sum agrees with the computed $-4.832$ V: the isolated potential rises by $8.967$ V and the periodic one by $4.135$ V. Between fixed heights this error falls only as $1/L$ when vacuum is added.

\section{Relation to a gated monolayer}

The cell is roughly a $4\times4$ cell of monolayer MoS$_2$, with a sheet density of $7.0\times10^{13}$ cm$^{-2}$. That is high for an oxide gate. With all the field on one side and a rough oxide permittivity of 4, the field in the oxide would be $2\times63.76/4\approx32$ MV/cm, about 3 times a rough breakdown field of 10 MV/cm. An oxide of permittivity 20 to 25 would carry about 5 to 6 MV/cm, close to the lower breakdown field of such oxides. Densities this high are usually reached by ionic gating. The localized electron is a test charge, not a picture of the doped layer. For a rough effective mass $m^*=0.45$, confining it to $s=0.12$ nm costs $2/(8m^*s^2)\approx2.9$ eV of kinetic energy in the plane, so a real carrier at this density is a band electron spread over the cell. The frozen Gaussians also leave out the layer's polarization. The bare potential varies by 6.6 V in the plane of the electron. A rough layer $0.6$ nm thick, with permittivity 15 in the plane and 6 along the normal and the electron at its centre, divides the longest-wavelength mode by 11.5, so the bare variation is no estimate of the real one. A one-sided gate also puts the whole field, $127.5$ MV/cm in vacuum, on one side, until the counter-charge is reached.

The negative slab can also lose electrons, whose energy $-V$ falls away from it. For a rough work function $W=4.5$ eV, the vacuum level meets the Fermi level at $4.5/6.376=0.71$ nm from an idealized surface. This lies inside the window, so a self-consistent calculation whose basis spans the vacuum may place charge there. In atomic units, with field $F$, the semiclassical tunnelling exponent of the triangular barrier is
\begin{equation}
2\int_0^{W/F}\sqrt{2(W-Fz)}\,dz=\frac{4\sqrt2\,W^{3/2}}{3F}=10.2 .
\end{equation}
The image energy $-1/(4z)$ of a perfect conductor moves the barrier top to $z=1/(2\sqrt F)$ and lowers it by $\sqrt F$, or $3.03$ eV. This leaves $1.47$ eV, which is 57 times $kT$ at 300 K, and an exponent of $5.0$. With the one-sided field in vacuum the lowering is $4.29$ eV and $0.21$ eV is left. These figures depend strongly on $W$. The added electron fills the conduction band, so $W$ is the electron affinity less the Fermi energy and may be nearer 4 eV. For $W=4.1$ eV the symmetric field leaves $1.07$ eV and an exponent of $3.5$, and the one-sided field leaves no barrier in this estimate. A monolayer screens less well than a perfect conductor, so these image corrections are overestimates. At this density the frozen charge limits the model far more than the numerical error of the solver does.

\section*{Computed values}
\begin{verbatim}
Cell side 1.28 nm, area 1.4189 nm^2
Window L 3.20 nm, padded length 6.40 nm
Grid 48 x 48 x 120, spacing along z 0.0267 nm
Gaussian q -1.0 e, frac (0.21,0.37), z -0.413 nm, s 0.12 nm
Gaussian q +0.4 e, frac (0.55,0.18), z -0.107 nm, s 0.10 nm
Gaussian q -0.4 e, frac (0.58,0.22), z +0.031 nm, s 0.10 nm
Net charge -1.0 e, sheet density 7.048e+13 cm^-2
Largest error on the whole grid 2.1e-14 V
V at grid (5,17,20), z -1.067 nm: FFT 4.376271 V, image sum 4.376271 V
V at grid (30,8,52), z -0.213 nm: FFT 2.923195 V, image sum 2.923195 V
V at grid (11,40,110), z +1.333 nm: FFT 10.784004 V, image sum 10.784004 V
Energy per cell: grid 0.875161 eV, pair sum 0.875161 eV
Energy change, rigid shift by 0.487 nm: 5.7e-16 eV
First moment p 0.3578 e nm, charge centroid p/Q -0.3578 nm
Planar mean at z -1.387 nm: 6.5605 V
Planar mean at z +1.387 nm: 11.1236 V
Field outside the slab 63.76 MV/cm
Padded length 1.00 L: largest error 4.55e+00 V
Padded length 1.25 L: largest error 5.27e-01 V
Padded length 1.50 L: largest error 1.10e-04 V
Padded length 2.00 L: largest error 2.11e-14 V
Padded length 3.00 L: largest error 1.51e-14 V
Unpadded planar error at z 1.573 nm: found -4.5458 V, wrap law -4.5458 V
Rise of mean V from z -0.400 to 1.200 nm: isolated 8.9674 V
Same rise, 3D-periodic solver 4.1353 V, predicted difference -4.8321 V
Spacing 0.1067 nm: error 1.5e-03 V, Gaussian factor 1.3e-02
Spacing 0.0800 nm: error 3.5e-05 V, Gaussian factor 4.5e-04
Spacing 0.0533 nm: error 1.2e-09 V, Gaussian factor 2.9e-08
Spacing 0.0267 nm: error 2.1e-14 V, Gaussian factor 7.3e-31
Bare in-plane variation of V at the electron 6.579 V
Rough layer: thickness 0.6 nm, eps in plane 15, normal 6
Layer screening divides the smallest-G mode by 11.50
Rough work function 4.5 eV; vacuum level meets the Fermi level at 0.706 nm
Tunnelling exponent: triangle 10.23, with image force 4.96
Image-force lowering 3.03 eV, barrier left 1.47 eV
kT at 300 K 0.0259 eV, barrier left over kT 56.9
One-sided gate: field 127.5 MV/cm, barrier left 0.21 eV
Field over rough oxide breakdown field (10 MV/cm): 6.4
\end{verbatim}
